# Pinning factors by errors-in-variables regression and the bias of least squares

## Four contacts that show the bias

Take four metal contacts on one semiconductor. Two metals have true work function \(X_0+d\) and two have \(X_0-d\). The barriers are measured perfectly and lie at \(B_0+Sd\) and \(B_0-Sd\), so the slope of barrier against work function is \(S>0\). The recorded work functions are wrong: in each pair one is too high by \(p\) and the other too low by \(p\).

Measured from their means, the recorded work functions are \(d+p,\ d-p,\ -d+p,\ -d-p\), and the barriers are \(Sd,\ Sd,\ -Sd,\ -Sd\). The ordinary least-squares (OLS) slope is the sum of products over the sum of squares:

\[
S_{\rm OLS}=\frac{Sd[(d+p)+(d-p)]+Sd[(d-p)+(d+p)]}{2(d+p)^2+2(d-p)^2}
=S\,\frac{d^2}{d^2+p^2}.
\]

The errors cancel in the numerator but add in the denominator. They widen the work-function axis without widening the barrier axis, so the line comes out too flat and the interface looks more strongly pinned than it is.

## The barrier line and the error model

For an n-type contact, let \(\chi\) be the electron affinity and \(N\) the depth of the charge neutrality level below vacuum. Without interface states the barrier is \(X-\chi\); with complete pinning it is \(N-\chi\). The linear interface-state model interpolates with the pinning factor \(S\), \(0<S<1\):

\[
B=S(X-\chi)+(1-S)(N-\chi)=a+SX,\qquad a=(1-S)N-\chi .
\]

A fitted line therefore gives \(N=(a+\chi)/(1-S)\). This inversion fails as \(S\to1\), where the barrier no longer depends on \(N\).

For metal \(i=1,\dots,n\) the records are

\[
x_i=X_i+u_i,\qquad y_i=a+SX_i+v_i .
\]

The errors are independent and Gaussian, with zero mean and known standard deviations \(p_i\) (work function) and \(q_i\) (barrier). The \(X_i\) are fixed, unknown numbers.

## The OLS slope with many metals

Let Var and Cov denote averages over the metals. With many metals, none of which dominates the spread of work functions, the cross terms between errors and true values average out:

\[
{\rm Cov}(x,y)\to S\,{\rm Var}X,\qquad {\rm Var}\,x\to{\rm Var}X+\overline{p^2},
\]
\[
S_{\rm OLS}\to\lambda S,\qquad \lambda=\frac{{\rm Var}X}{{\rm Var}X+\overline{p^2}}<1 .
\]

More metals of the same kind reduce the scatter of the slope but leave this bias. To keep it below 5% of \(S\) one needs \(\overline{p^2}<(0.05/0.95)\,{\rm Var}X\). For \({\rm Var}X=0.268\ \mathrm{eV^2}\), the value used below, the root-mean-square uncertainty must be under about 0.12 eV.

Two assumptions matter here.

- **Independent errors.** If \(u\) and \(v\) have mean covariance \(c\), the numerator becomes \(S\,{\rm Var}X+c\), and the bias is upward when \(c>S\,\overline{p^2}\).
- **Scatter of the record about the truth.** Suppose instead that \(x_i\) is a nominal value and the true one scatters about it, \(X_i=x_i+\epsilon_i\) (Berkson errors). Then \(y_i=a+Sx_i+(S\epsilon_i+v_i)\). The bracket has zero mean at fixed \(x_i\), so OLS is unbiased, and the errors-in-variables fit below, which removes a flattening that is then absent, overestimates \(S\). Which case, or which mixture, describes real contacts depends on how the work functions were obtained and has to be argued before choosing the fit.

## The mean OLS slope with few metals

Let \(m_i=X_i-\bar X\), \(M=\sum m_i^2\), and let \(z_i=x_i-\bar x=m_i+e_i\) with \(e_i=u_i-\bar u\). The centred barriers are \(Sm_i+v_i-\bar v\). Since \(v\) has zero mean and is independent of \(z\), it drops out of the mean:

\[
E[S_{\rm OLS}]=\kappa S,\qquad \kappa=E\!\left[\frac{m\cdot z}{|z|^2}\right].
\]

The mean exists if \(1/|z|\) is integrable, as it is for \(n\ge3\) with all \(p_i>0\).

To evaluate \(\kappa\), write \(1/|z|^2=\int_0^\infty e^{-t|z|^2}dt\). The covariance matrix of \(z\) is \(C=P\,{\rm diag}(p_i^2)\,P\), where \(P\) subtracts the mean. Along its eigenvectors, with eigenvalues \(c_k\), the components \(z_k\) are independent with means \(m_k\). Completing the square gives

\[
\frac{(z_k-m_k)^2}{2c_k}+tz_k^2=\frac{1+2tc_k}{2c_k}\left(z_k-\frac{m_k}{1+2tc_k}\right)^2+\frac{tm_k^2}{1+2tc_k}.
\]

Each component thus contributes a width factor \((1+2tc_k)^{-1/2}\) and an exponential, and the mean of \(z_k\) is replaced by \(m_k/(1+2tc_k)\). Hence

\[
\kappa=\int_0^\infty\!\frac{Q\,e^{-tQ}}{\prod_k(1+2tc_k)^{1/2}}\,dt,\qquad Q(t)=\sum_k\frac{m_k^2}{1+2tc_k}.
\]

**Equal uncertainties.** If all \(p_i=p\), then \(c_k=p^2\) in \(n-1\) directions; the remaining direction has \(c_k=m_k=0\). Put \(s=1/(1+2tp^2)\) and \(\delta=M/p^2\). Then \(Q=Ms\), \(tQ=\delta(1-s)/2\) and \(dt=-ds/(2p^2s^2)\), so

\[
\kappa=\frac{\delta}{2}\int_0^1 s^{(n-3)/2}e^{-\delta(1-s)/2}ds\le1-e^{-\delta/2}<1\qquad(n\ge3),
\]

because \(s^{(n-3)/2}\le1\). With equal uncertainties and \(S>0\) the mean slope is therefore biased downward for every \(n\ge3\).

**Unequal uncertainties.** For small errors set \(\alpha=m\cdot e/M\) and \(\beta=|e|^2/M\). To second order in the errors,

\[
\frac{1+\alpha}{1+2\alpha+\beta}\approx(1+\alpha)(1-2\alpha-\beta+4\alpha^2)\approx1-\alpha-\beta+2\alpha^2 .
\]

Since \(\sum m_i=0\), \(m\cdot e=\sum m_iu_i\). The means are \(E[\alpha]=0\), \(E[\alpha^2]=\sum m_i^2p_i^2/M^2\) and \(E[\beta]=(1-1/n)\sum p_i^2/M\). With the leverage \(h_i=m_i^2/M\),

\[
\kappa-1\approx\frac1M\sum_ip_i^2\left(2h_i-1+\frac1n\right).
\]

As long as the errors are small, a metal with \(h_i>(1-1/n)/2\) pushes the mean slope upward. Consider five metals at 4.20, 4.25, 4.30, 4.35 and 5.20 eV, with only the last one uncertain. Its leverage is 0.786, against a threshold of 0.4. For \(p=0.20\) eV, direct averaging over the one error gives \(\kappa=1.051\), an upward bias of 5%. An error toward the other metals steepens the line by more than the opposite error flattens it. The downward bias thus holds for equal uncertainties, and for many metals when none dominates the spread of work functions, but not for every data set.

## The errors-in-variables fit

For Gaussian errors, maximum likelihood minimizes

\[
\sum_i\left[\frac{(x_i-X_i)^2}{p_i^2}+\frac{(y_i-a-SX_i)^2}{q_i^2}\right]
\]

over \(a\), \(S\) and all \(X_i\). The \(X_i\) can be eliminated one at a time. Drop the index, let \(r=y-a-Sx\) and \(X=x+D\), so that the barrier residual is \(r-SD\). Setting the derivative with respect to \(D\) to zero gives

\[
\frac{D}{p^2}=\frac{S(r-SD)}{q^2}\ \Rightarrow\ D=Sp^2wr,\qquad w=\frac1{q^2+S^2p^2}.
\]

The adjusted work function is \(\hat X=x+Sp^2wr\). The remaining barrier residual is \(r(1-S^2p^2w)=q^2wr\), so the two terms add to \(S^2p^2w^2r^2+q^2w^2r^2=wr^2\). What is left to minimize is the chi-square of the fit,

\[
G(a,S)=\sum_iw_ir_i^2 .
\]

Its weights depend on \(S\), with \(\partial w/\partial S=-2Sp^2w^2\). The stationarity conditions are

\[
-\tfrac12\,\partial_aG=\sum wr=0,\qquad
-\tfrac12\,\partial_SG=\sum wr\,(x+Sp^2wr)=\sum wr\hat X=0 .
\]

The first gives \(a=\bar y_w-S\bar x_w\), with \(w\)-weighted means. With \(U=x-\bar x_w\) and \(V=y-\bar y_w\), the residual is \(r=V-SU\). Subtracting \(\bar x_w\) from \(\hat X\) changes nothing in the second condition, because \(\sum wr=0\). So

\[
S=\frac{\sum w\hat X_cV}{\sum w\hat X_cU},\qquad \hat X_c=U+Sp^2w(V-SU).
\]

The right side depends on \(S\), and the equation is solved by iteration:

1. Start from the OLS slope.
2. Compute \(w\), the weighted means, \(U\), \(V\) and \(\hat X_c\) with the current slope.
3. Replace the slope by the ratio above; repeat until it stops changing.
4. Compute \(a\), \(N\) and \(G\). Scan \(G\), minimized over \(a\), along \(S=\tan\theta\) to confirm that no other slope fits better, since a fixed point guarantees stationarity and no more.

Two limits check the formula. For \(p_i\to0\), \(\hat X=x\) and \(w=1/q^2\): this is weighted least squares of \(y\) on \(x\). For \(q_i\to0\), \(Sp^2w=1/S\), so \(\hat X_c=V/S\) and \(S=\sum wV^2/\sum wUV\): this is the regression of \(x\) on \(y\), inverted.

**Why the bias disappears.** At the true parameters \(r=v-Su\), which has variance \(1/w\), and \(\hat X=X+\eta\) with \(\eta=u+Sp^2wr\). Then

\[
E[r\eta]=-Sp^2+Sp^2w\cdot\frac1w=0 .
\]

Being Gaussian, \(r\) and \(\eta\) are independent, and each term \(wr\hat X\) has zero mean. With many metals the fitted slope therefore tends to \(S\). For finite \(n\) the slope has, strictly, no mean: the fitted line can come out nearly vertical, so the probability of \(|S|>L\) falls only as \(1/L\). The tail is negligible when the spread of work functions is large compared with the \(p_i\), but with a few uncertain metals it makes averages of fitted slopes erratic, and the median is the quantity to compare with \(S\). OLS uses \(x\) in place of \(\hat X\), and \(E[rx]=-Sp^2\) is not zero.

## Uncertainty of the slope and of the neutrality level

The variance of \(\eta\) is

\[
\tau^2=p^2-2S^2p^4w+S^2p^4w=p^2(1-S^2p^2w)=p^2q^2w .
\]

For many metals the two conditions can be linearized about the truth. Measure work functions from the weighted mean of the \(X_i\), marking this by a prime, so that \(\sum wX'=0\). Let \(F_0=\sum wr\) and \(F_1=\sum wr\hat X'\). The mean derivatives \(\partial F_0/\partial S\) and \(\partial F_1/\partial a\) both equal \(-\sum wX'=0\), so the equations decouple. The mean of \(\partial F_1/\partial S\) has three parts per metal:

- from \(\partial w/\partial S\): zero, since \(r\) and \(\hat X'\) are independent;
- from \(\partial r/\partial S=-x'\): \(-w(X'^2+E[u\eta])=-w(X'^2+\tau^2)\), since \(E[u\eta]=p^2-S^2p^4w\);
- from \(\partial\hat X'/\partial S\): \(w(p^2-2S^2p^4w+S^2p^4w)=w\tau^2\).

The sum is \(-wX'^2\). The variance of \(F_1\) is \(\sum w^2(1/w)(X'^2+\tau^2)\). Therefore

\[
{\rm Var}\,S\approx\frac{\sum w(X'^2+\tau^2)}{(\sum wX'^2)^2}\approx\frac{A}{B^2},
\]
\[
A=\sum w(\hat X-\bar{\hat X}_w)^2,\qquad B=A-\sum w\tau^2\left(1-\frac{w}{\sum w}\right).
\]

The subtraction removes the error part of \(A\); the last bracket accounts for the error of the weighted mean. The simpler estimate \(1/A\) omits the subtraction and is too small.

The height of the line at the weighted mean work function has variance \(1/\sum w\) and is uncorrelated with the slope, because \({\rm Cov}(F_0,F_1)=\sum wX'=0\). Differentiating \(N=(a+\chi)/(1-S)\), with \(\chi\) taken as known, gives

\[
{\rm Var}\,N\approx\frac{1/\sum w+(N-\bar x_w)^2\,{\rm Var}\,S}{(1-S)^2}.
\]

OLS also displaces \(N\). Its line passes through the mean point, so with many metals \(a_{\rm OLS}+\chi=(1-\lambda)S\bar X+(1-S)N\), and

\[
N_{\rm OLS}-N\to\frac{S(1-\lambda)}{1-\lambda S}(\bar X-N).
\]

The inferred level is pulled toward the mean work function of the metals chosen.

**Goodness of fit.** At the truth \(G\) has mean \(n\). Minimizing over \(a\) lowers the mean by 1; minimizing over \(S\) lowers it by about \(E[F_1^2]/\sum wX'^2\), which is only slightly above 1 when \(\tau^2\) is small compared with \({\rm Var}X\). A sound fit thus has \(G\) near \(n-2\). This does not check the ratio of the uncertainties by itself. Multiplying all \(p_i\) and \(q_i\) by a common factor \(k\) leaves \(S\) unchanged and divides \(G\) by \(k^2\), so an error in the ratio can be hidden by an error in the scale. The uncertainties must come from outside the fit. Barrier scatter not caused by the measurement, such as differences in interface preparation, belongs in \(q_i\).

## A worked data set

The model semiconductor has \(\chi=4.00\) eV, \(N=4.40\) eV and \(S=0.40\), hence \(a=0.60\times4.40-4.00=-1.36\) eV. Twelve model metals span 4.00 to 5.65 eV in equal steps. The \(p_i\) alternate between 0.15 and 0.35 eV; the \(q_i\) are 0.03 or 0.06 eV. The synthetic records are listed in the numerical output, where \(p\) and \(q\) appear as sx and sy.

OLS gives \(S=0.332\) with a usual standard error of 0.060, which contains no allowance for the bias. The iteration runs 0.3325, 0.3985, 0.3989 and then stays put. A direct minimization over the intercept, the slope and all twelve work functions gives the same slope. The result is \(S=0.399\pm0.052\); the closeness to 0.40 is luck, given that uncertainty. The chi-square is 8.7 for 10 degrees of freedom.

The second metal shows the adjustment at work. Its record is \(x=4.72\), \(y=0.34\) eV, with \(p=0.35\), \(q=0.03\) eV:

\[
r=0.34+1.409-0.3989\times4.72=-0.134\ \mathrm{eV},
\]
\[
w=\frac1{0.03^2+(0.3989\times0.35)^2}=49\ \mathrm{eV^{-2}},
\]
\[
\hat X-x=0.3989\times0.35^2\times49\times(-0.134)=-0.32\ \mathrm{eV}.
\]

The adjusted value is 4.40 eV. The true one is 4.15 eV, so the shift has the right sign but is incomplete; most of the remaining 0.25 eV comes from the errors of the recorded barrier and of the fitted line.

For the neutrality level the fit gives

\[
N=\frac{-1.409+4.00}{1-0.399}=4.31\pm0.07\ \mathrm{eV},
\]

1.4 standard errors below the true value. OLS gives 4.38 eV, which is closer to the truth in this draw. A single data set cannot establish a bias or its absence.

## Repeated data sets

For this design \(\lambda=0.2681/(0.2681+0.0725)=0.787\), so the many-metal OLS limit is 0.315. For twelve metals the integral gives \(\kappa=0.827\) and a mean slope of 0.3308. Over 20000 simulated data sets the mean OLS slope is \(0.3310\pm0.0004\), a downward bias of 17% of \(S\). The median errors-in-variables slope is 0.400. A median is used because this slope has no mean in the strict sense; in this design the slopes are also skewed toward high values, so their sample average lies slightly above the median. With Berkson errors of the same size, OLS averages 0.400.

The reported uncertainty also holds at \(n=12\), although it was derived for many metals. Its median is 0.053, against a 68% half-width of 0.054, and intervals of \(\pm1.96\) standard errors contain the true slope in 95% of the sets. The mean chi-square is 9.98.

A design of 192 contacts with barrier errors five times larger separates the two error formulas. The slopes scatter by 0.035; \(\sqrt A/B\) gives 0.034, while \(1/\sqrt A\) gives 0.029, about 17% below the scatter. Here \(\kappa=0.790\), already close to \(\lambda\). The median OLS neutrality level is 4.451 eV, compared with the predicted limit

\[
4.40+\frac{0.40\times0.213}{1-0.315}\,(4.825-4.40)=4.453\ \mathrm{eV}.
\]

The extra contacts have not removed the OLS error in either quantity.

## Calculated quantities

```
true S = 0.40, N = 4.40 eV, chi = 4.00 eV
true intercept a = -1.360 eV
data in eV: true X, recorded x, sx, recorded barrier y, sy
  4.00  4.15  0.15  0.21  0.03
  4.15  4.72  0.35  0.34  0.03
  4.30  4.47  0.15  0.36  0.06
  4.45  4.11  0.35  0.47  0.06
  4.60  4.39  0.15  0.44  0.03
  4.75  4.77  0.35  0.53  0.03
  4.90  5.03  0.15  0.52  0.06
  5.05  5.23  0.35  0.61  0.06
  5.20  5.47  0.15  0.75  0.03
  5.35  5.61  0.35  0.74  0.03
  5.50  5.60  0.15  0.81  0.06
  5.65  5.39  0.35  0.91  0.06
OLS slope = 0.3325, usual std. error = 0.0597
OLS intercept = -1.0756 eV, N = 4.381 eV
EIV slope iterates: 0.33249 0.39848 0.39888 0.39888 0.39888 0.39888
EIV slope = 0.3989, std. error = 0.0524
EIV intercept = -1.4093 eV
EIV N = 4.310 eV, std. error = 0.065 eV
EIV chi-square = 8.69 for 10 degrees of freedom
chi-square tail probability = 0.562
slope from full minimization = 0.3989
variance of true X = 0.2681 eV^2
mean sx^2 = 0.0725 eV^2
many-metal factor lambda = 0.7872, OLS limit = 0.3149
exact factor kappa, 12 metals = 0.8270
exact mean OLS slope, 12 metals = 0.3308
number of simulated 12-metal sets = 20000
simulated mean OLS slope = 0.3310 +/- 0.0004
simulated median EIV slope = 0.4004
EIV slope: 68% half-width = 0.0537
EIV slope: median reported error = 0.0533
coverage of EIV slope +/- 1.96 errors = 0.950
mean EIV chi-square = 9.98
Berkson errors: mean OLS slope = 0.4004
192 contacts, sy times 5: kappa = 0.7896
  median EIV slope = 0.3998
  slope spread = 0.0347, reported = 0.0335
  simpler error 1/sqrt(A) = 0.0289
  N spread = 0.0333 eV, reported = 0.0324 eV
  median OLS N = 4.451 eV, limit formula = 4.453 eV
five metals, X in eV: 4.20 4.25 4.30 4.35 5.20
  only last uncertain, sx = 0.20 eV, leverage = 0.786
  mean OLS slope / S = 1.0509
  sx = 0.02 eV: shift = 4.432e-04, first order = 4.426e-04
```
